\section*{Why Refining a Voxel Grid Does Not Give the Surface Area}

\section{A plane has no length to refine against}

Cover a flat patch of area $A$ and unit normal $\mathbf n$ with cubic voxels of edge $h$. Call a voxel solid if its centre lies inside the body, and add up the faces that separate solid from gas. The result is an area, and the only lengths available are $\sqrt A$ and $h$. For a patch of given shape it must therefore have the form
\begin{equation}
A_{\rm vox}=A\,f\!\left(\mathbf n,\,h/\sqrt A\right),
\end{equation}
apart from a dependence on where the plane sits relative to the grid. The second argument can matter only through the rim of the patch, because an unbounded plane has no length of its own. Halving $h$ has the same effect as keeping the grid and enlarging everything else twofold, and an enlarged plane is again a plane with the same normal. Once the rim is negligible, $f$ depends on direction alone. If a tilted plane has the wrong area on one fine grid, it has the same wrong area on every finer one.

This conflicts with a reasonable belief: that a voxel model of a feature for atomic layer deposition has a staircase error which refinement removes, so that the number of surface sites, and with it the saturation dose, converges to the true value.

The belief is tempting because so much else does converge. An exposed face lies midway between two neighbouring voxel centres, one solid and one gas. The surface crosses the segment of length $h$ that joins them, so the face centre is within $h/2$ of the surface. The volume converges too. Only voxels cut by the surface can be miscounted; there are of order $A/h^2$ of them, each of volume $h^3$, so the error is at most of order $Ah$. On a screen the steps shrink until the outline of the model cannot be told from that of the original. But area depends on the direction of the surface as well as its position, and the faces keep the same three directions however small they become.

\section{What the face count converges to}

Take the faces normal to $x$. The grid lines along $x$ through the voxel centres pierce a perpendicular plane with density $1/h^2$. A surface element $dA$ has projected area $|n_x|\,dA$ on that plane, so it is crossed by $|n_x|\,dA/h^2$ lines. Each crossing changes solid to gas or back and produces one face of area $h^2$. The faces normal to $x$ therefore contribute $|n_x|\,dA$. The other two axes follow in the same way, and
\begin{equation}
A_{\rm vox}\;\longrightarrow\;\int\left(|n_x|+|n_y|+|n_z|\right)dA
\qquad (h\to0).
\label{eq:limit}
\end{equation}
A line that crosses the surface twice between neighbouring centres leaves no face. For a fixed, piecewise smooth surface this happens only near edges and near places where the surface runs parallel to the line, and the area concerned vanishes with $h$.

The integrand has a simple geometric form. It is the scalar product of $(|n_x|,|n_y|,|n_z|)$ with $(1,1,1)$, a vector of length $\sqrt3$, so
\begin{equation}
f(\mathbf n)=|n_x|+|n_y|+|n_z|=\sqrt3\,\cos\delta ,
\label{eq:delta}
\end{equation}
where $\delta$ is the angle between $\mathbf n$ and the nearest body diagonal of the voxel. The largest value is $\sqrt3$, at $\delta=0$. The smallest follows from
\begin{equation}
f^2=1+2\left(|n_xn_y|+|n_yn_z|+|n_zn_x|\right)\ge1 ,
\end{equation}
with equality when the surface is parallel to a voxel face. A rectangular trench aligned with the grid thus has the right area in the limit, and a model tried out on such a trench gives no warning. For a sphere the mean of $|n_z|$ is $1/2$, so $f$ averages to $3/2$; a sphere with a radius of 40 voxels gives 1.499. For the plane $(1,1,1)$, patches with 10, 20, 40 and 80 voxels per side all give 1.7321.

\section{One surface, two areas}

Alkaline etching of a (100) silicon wafer leaves pyramids bounded by $\{111\}$ facets. Let $r$ be the surface area divided by the wafer area. With $z$ along the wafer normal, a facet element projects onto the wafer as $n_z\,dA$, and $n_z=1/\sqrt3$ on every facet. Hence $r=1/n_z=\sqrt3=1.732$, whatever the sizes of the pyramids, as long as they cover the wafer.

The voxel value is $r_{\rm vox}=(|n_x|+|n_y|+|n_z|)/n_z$, and it depends on how the grid is turned about $z$. With the grid along the cubic crystal axes the normals are $(\pm1,\pm1,1)/\sqrt3$. With the grid along the base edges of the pyramids, $45^\circ$ away, they are $(\pm\sqrt2,0,1)/\sqrt3$ and $(0,\pm\sqrt2,1)/\sqrt3$. Therefore
\begin{equation}
r_{\rm vox}\to3\quad\text{(crystal axes)},\qquad
r_{\rm vox}\to1+\sqrt2=2.414\quad\text{(pyramid edges)}.
\end{equation}
An area cannot depend on the orientation of the grid, so at least one of these numbers is wrong; in fact both are.

Counting faces on pyramids 16, 32 and 64 voxels high gives 2.875, 2.938 and 2.969 in the first orientation, and 2.240, 2.331 and 2.371 in the second. Refinement moves both sequences away from 1.732. The shortfall from 3 in the first orientation is a corner effect. For a height of $H$ voxels, each grid row of $2H$ columns crosses two lines where facets meet in a ridge, and the columns on either side of a ridge are equally high. Two of the $2H$ unit steps are missing, a loss of $1/H$ for each horizontal axis, so $r_{\rm vox}=3-2/H$. This coefficient belongs to the placement used here, with the ridges midway between columns. With the apexes over column centres no step is lost and the count is exactly 3; other placements can lose more, again in proportion to $1/H$. Over the same refinement the volume settles to within 0.2\% of the true pyramid volume in both orientations.

\section{Which dose is inflated}

``Saturation dose'' has two meanings, and the area error enters them differently. Let $s$ be the number of molecules that a unit of true surface area binds at saturation, and $\theta$ the coverage, taken as uniform. The molecules consumed per wafer area are
\begin{equation}
N=s\,r\,\theta .
\label{eq:N}
\end{equation}
If the model gives every exposed face the site density $s$, then $N$ carries the whole area error.

The other meaning is exposure, pressure times time. Let $J$ be the impingement rate on an open flat surface. Inside the texture molecules fly without collisions and are re-emitted by the cosine law. They stick with probability $\beta=\beta_0(1-\theta)$ and do not desorb.

First set $\beta=0$. The gas is then in equilibrium and every face receives the flux $J$, so the texture is hit at the rate $Jr$ per wafer area while molecules enter at the rate $J$. Each entering molecule makes $r$ hits on average. Molecules also leave at the rate $J$, so a fraction $1/r$ of those emitted by the faces escapes, and $1-1/r$ strikes the texture again.

Now let $\beta>0$ and assume that the flux $\varphi$ is still the same on all faces. Arrivals are fresh molecules plus re-emitted ones that did not escape:
\begin{equation}
r\varphi=J+(1-\beta)\,r\varphi\left(1-\frac1r\right)
=J+(1-\beta)(r-1)\varphi .
\end{equation}
Collecting $\varphi$ gives $\varphi\,[\,r-(1-\beta)(r-1)]=\varphi\,[1+\beta(r-1)]=J$. The probability that an entering molecule is captured is then
\begin{equation}
p=\frac{\beta r\varphi}{J}=\frac{r\beta}{1+\beta(r-1)} .
\end{equation}
Sites fill according to $s\,r\,d\theta/dt=Jp$. The factor $r$ in the number of sites cancels the factor $r$ in $p$:
\begin{equation}
dt=\frac{s}{J}\,\frac{1+\beta(r-1)}{\beta}\,d\theta
=\frac{s}{J\beta_0}\left[\frac1{1-\theta}+\beta_0(r-1)\right]d\theta .
\label{eq:dt}
\end{equation}
At constant $J$, integration from an empty surface gives
\begin{equation}
t=\frac{s}{J\beta_0}\left[\ln\frac1{1-\theta}+\beta_0(r-1)\theta\right].
\label{eq:t}
\end{equation}

The area survives only in the second term. False faces bring false sites, but at low sticking they also collect false hits in proportion, and the time to fill them hardly changes. The opposite limit is capture with unit probability until the sites are full. Then $p=1$, the number of arrivals is fixed by the opening, and $t=sr\theta/J$ carries the whole area factor. A false area thus lengthens the exposure to the extent that supply, rather than reaction, limits the uptake.

The assumption of equal flux can be examined by tracing molecules through a voxel texture 12 voxels high, with $r=2.833$. The traced mean number of hits at zero sticking is 2.822. For $\theta=0.99$ the reduced time $J\beta_0t/s$, computed from the traced hits with coverage still uniform, is 4.649 at $\beta_0=0.01$, where Eq.~(\ref{eq:t}) gives 4.623; the difference is comparable to the sampling error of the tracing, about 0.5\%. At $\beta_0=1$ the values are 6.680 and 6.420, so with uniform coverage the formula is about 4\% low. At such high sticking the coverage does not stay uniform, because faces open to the gas fill before shaded ones. Letting the coverage differ between heights and between top and side faces raises the time to a mean coverage of 0.99 to about 7.9 for this voxel texture, and the formula is then nearly 20\% low. At $\beta_0=0.01$ the distinction is negligible.

\section{A fill that the voxel model rejects}

Consider trimethylaluminium on such wafers in a batch reactor at $200\,^\circ$C. The inputs are rough, typical values: $s=4.0$ molecules per nm$^2$, $\beta_0=0.01$, pyramids 3.2~$\mu$m high, and wafers 5.0~mm apart. The gap receives one metered charge of precursor, enough to fill it at 0.20~Torr if nothing were bound, and is closed. (A pressure reading during the filling would not measure this charge, because the surface binds precursor and the reaction releases methane.) Both surfaces facing the gap are textured, so each owns half the gas:
\begin{equation}
G=\frac{P}{k_BT}\,\frac{d}{2}=10.20\ \text{molecules per nm}^2\text{ of wafer},
\end{equation}
where $d$ is the gap. The target is $\theta=0.99$. With 50~nm voxels along the crystal axes, Eq.~(\ref{eq:N}) gives
\begin{align}
N_{\rm true}&=4.0\times1.732\times0.99=6.86\ \text{nm}^{-2}=0.67\,G,\\
N_{\rm vox}&=4.0\times2.969\times0.99=11.76\ \text{nm}^{-2}=1.15\,G .
\end{align}
One fill suffices, but the voxel model says that it does not. The model puts the lower bound on the fill at 0.230~Torr, where the true bound is 0.134~Torr. (A fill exactly at the bound runs out of gas as the target is approached, so a real one must be somewhat larger.) The model also predicts that one fill at 0.20~Torr can bring the coverage no higher than $10.20/(4.0\times2.969)=0.86$. The inflation is 1.71 on this grid and tends to $\sqrt3$ on finer ones. If the grid is turned along the pyramid edges, with all else fixed, the need becomes $4.0\times2.371\times0.99=9.39$~nm$^{-2}$, and the same fill is accepted. The verdict has changed with the orientation of the grid.

Now hold the pressure at 0.20~Torr by continuous supply. The logarithm in Eq.~(\ref{eq:t}) is $\ln100=4.605$. The area term is $0.01\times0.732\times0.99=0.007$ for the true surface and $0.01\times1.969\times0.99=0.019$ for the voxel one. The exposures are 0.970 and 0.973~mTorr\,s, a difference of 0.3\%. With $\beta_0=1$ and all else unchanged, Eq.~(\ref{eq:t}) gives a ratio of 1.23. This is an underestimate: uneven coverage delays the staircase far more than the smooth facets, and for the 12-voxel texture it raises the ratio from 1.2 to about 1.45. A study of exposure at constant pressure could therefore miss an area error that spoils the molecule budget.

In the closed gap the two meanings join. The impingement rate falls with the remaining gas, so $J$ in Eq.~(\ref{eq:dt}) is multiplied by $1-sr\theta/G$. If the whole charge is present at the start and the gas stays evenly spread across the gap, the true area reaches the target in 11.4~ms. Half of the sites are taken within about 1~ms, so a real charge, admitted more slowly, needs longer. With the voxel area this factor reaches zero at $\theta=0.86$, and the target is never reached.

How far do real wafers depart from this model? Suppose that the facets are somewhat less steep than the ideal $54.7^\circ$. At $52^\circ$ the true ratio drops to 1.624, which lowers the real need by 6\%. The voxel limit along the crystal axes becomes 2.810, and the inflation is still 1.730. It barely moves because Eq.~(\ref{eq:delta}) is flat at its maximum. The voxel model would still ask for $4.0\times2.810\times0.99=11.1$~nm$^{-2}$ and reject the fill. A larger correction may come from the reactor itself, whose other surfaces also bind precursor. The true margin is $10.20-6.86=3.34$~nm$^{-2}$, and flat wall with the same site density takes $4.0\times0.99=3.96$~nm$^{-2}$, so wall amounting to 0.84 of the wafer area would use it up if it drew on the gas in the gap and had none of its own. The assumptions about the gas across the gap hold well for these inputs, which include no carrier gas. Transport along the gap is not modelled. On fresh surface the precursor is depleted over a few millimetres, so a charge entering from the wafer edge covers the surface unevenly and needs longer; the molecule budget is unaffected. For an assumed molecular diameter of 0.6~nm the mean free path is about 150~$\mu$m, or nearly 50 pyramid heights, and diffusion across half the gap takes about 0.3~ms, short against the filling time. A 10~nm film is 0.3\% of the pyramid height, so it hardly reshapes the texture. Slow reaction of the last sites and desorption are outside the model and would change the exposure.

\section{Giving the faces their proper weight}

The derivation of Eq.~(\ref{eq:limit}) also shows the cure. Faces normal to axis $i$ appear with area $|n_i|$ per unit of true area. Count each of them with the weight $|n_i|$, the cosine between the face direction and the true normal, and the sum becomes
\begin{equation}
\sum_{\rm faces}h^2\,|\mathbf n\cdot\mathbf e|\;\longrightarrow\;
\int\left(n_x^2+n_y^2+n_z^2\right)dA=A ,
\end{equation}
where $\mathbf e$ is the unit normal of the face.

The normal can be estimated from the gradient of the occupancy after Gaussian smoothing. The smoothing width must grow when measured in voxels, so that the steps average out, and shrink as a length, so that ridges and valleys are not blurred. For the pyramids 16, 32 and 64 voxels high, widths of 0.67, 0.94 and 1.33 voxels give area ratios of 1.645, 1.677 and 1.697 along the crystal axes, and 1.657, 1.693 and 1.704 along the pyramid edges. The two orientations now approach the same value, 1.732, and on the finest grid they are 2.0\% and 1.6\% below it. Once the steps are averaged out, neighbouring faces of all three directions share one estimate $\mathbf n'$. The integrand is then $\sum_i|n_i||n'_i|$, which cannot exceed 1 for two unit vectors, so a remaining error of the normal can only lower the sum. With too little smoothing the estimate follows the local steps instead of the surface. It then differs from face to face, this bound no longer applies, and the area can come out too large. Along the pyramid edges the widths used above still leave such an excess, of roughly 4\%, 2\% and 1\% on a flat facet, which partly offsets the loss at ridges and valleys. With the crystal-axis value at 64 voxels, the wafer needs 6.72 molecules per nm$^2$, and the fill is accepted.

When sticking is low, the weight belongs on the sticking probability as well as on the site density. At low sticking the time to reach a given coverage is proportional to the number of sites divided by the initial rate of reactive hits. The uncorrected model has both too large by the same factor, which is why its exposure was nearly right. If only the sites are corrected, the false hits remain and saturation comes too early. For the traced texture at $\beta_0=0.01$ the exposure then falls to 0.62 of the true-area value from Eq.~(\ref{eq:t}). With both weighted it is 1.006 of that value, equal to it within about the sampling error of the tracing. Correcting the area alone would thus repair the molecule count and spoil an exposure that had been right through cancellation. At high sticking the double weighting is itself only approximate. For $\beta_0=1$ it makes empty faces reflect some molecules that the real surface would capture at first contact, and the exposure comes out too long.

The numerical output that follows lists the main computed values with their units. The approximate figures for uneven coverage, flat-facet bias, other grid placements and transport along the gap are not part of it.

\section*{Computed values}
\begin{verbatim}
Face area / true area, plane (1,1,1):
   10 voxels per side: 1.7321, farthest face centre 0.079 voxel
   20 voxels per side: 1.7321, farthest face centre 0.079 voxel
   40 voxels per side: 1.7321, farthest face centre 0.079 voxel
   80 voxels per side: 1.7321, farthest face centre 0.079 voxel
  plane (0, 0, 1): counted 1.0000, limit 1.0000
  plane (0, 1, 1): counted 1.4142, limit 1.4142
  plane (1, 2, 3): counted 1.6037, limit 1.6036
Sphere, radius 40 voxels: face area / true area 1.4992
Texture, true area / wafer area: 1.7321
Texture, counted and weighted area / wafer area, volume / true volume:
  crystal axes, height 16 voxels, smoothing 0.67: 2.8750 1.6448 0.9961
  crystal axes, height 32 voxels, smoothing 0.94: 2.9375 1.6773 0.9990
  crystal axes, height 64 voxels, smoothing 1.33: 2.9688 1.6973 0.9998
  pyramid edges, height 16 voxels, smoothing 0.67: 2.2397 1.6567 1.0200
  pyramid edges, height 32 voxels, smoothing 0.94: 2.3308 1.6929 1.0058
  pyramid edges, height 64 voxels, smoothing 1.33: 2.3709 1.7039 1.0016
Monte Carlo, height 12 voxels: mean hits 2.822, area ratio 2.833
  sticking 0.01: reduced time traced 4.649, formula 4.623
  sticking 1: reduced time traced 6.680, formula 6.420
  exposure / true exposure: sites weighted only 0.616, sites and sticking 1.006
Inputs: 473.15 K, fill 0.20 Torr, gap 5.0 mm, 4.0 sites/nm2
  sticking 0.01, coverage 0.99, pyramid 3.2 um, voxel 50 nm, mass 72.09 u
Impingement rate: 3.804e+05 per nm2 per s
Supply of one fill: 10.20 molecules per nm2 of wafer
  true area: need 6.86 per nm2 of wafer, 0.672 fills, least fill 0.1344 Torr
  voxel area: need 11.76 per nm2 of wafer, 1.152 fills, least fill 0.2304 Torr
  weighted area: need 6.72 per nm2 of wafer, 0.659 fills, least fill 0.1317 Torr
Molecule dose, voxel / true: 1.7140 (fine-grid limit 1.7321)
Highest coverage from one fill in the voxel model: 0.859
Time to coverage 0.99 from one fill, true area: 11.44 ms
Exposure at constant pressure: true 0.9700, voxel 0.9726 mTorr s, ratio 1.0027
  same ratio at initial sticking 1: 1.230
Neglected: free path 153 um (diameter 0.6 nm), 48 pyramid heights
  diffusion time over half the gap 0.33 ms
  ideal facet angle 54.74 deg; at 52 deg true 1.624, voxel limit 2.810, ratio 1.7301
  film 10 nm / pyramid height: 0.0031
  dimers per monomer (rough 85 kJ/mol, 180 J/mol/K): 2.6e-04
\end{verbatim}
